# Positive, Conservative Integration of Dopant Dimerization and Its Late Relaxation Rate

Suppose a heavily doped silicon layer is to be annealed before the contact metal is deposited, and a simulation must say how quickly some of its dopants settle into inactive pairs while it is hot. Two numerical choices affect the answer: the time step, and the way a relaxation rate is read from the computed curve. A step that is too long can give a negative dopant concentration. A step that gives a smooth, positive curve can still yield a late slope that is wrong by several per cent. Both faults can be removed, by different means.

## The model and what must be preserved

Let $m$ be the concentration of single dopant atoms (monomers) and $d$ that of pairs (dimers). The layer is uniform, closed and at fixed temperature. Pairs form at the rate $k_f m^2$ per unit volume and break at the rate $k_r d$, with both constants positive. Each event changes the monomer count by two and the dimer count by one, so

$$\dot m=-2k_fm^2+2k_rd,\qquad \dot d=k_fm^2-k_rd .$$

Adding the first equation to twice the second gives $\dot m+2\dot d=0$. The total dopant concentration $N=m+2d$ is therefore constant. Substituting $2d=N-m$ leaves one equation,

$$\dot m=-2k_fm^2+k_r(N-m).$$

At equilibrium, marked by a star, $k_fm_*^2=k_rd_*$. With $K=k_f/k_r$ this is the mass-action law $d_*=Km_*^2$, and conservation gives $2Km_*^2+m_*-N=0$. The positive root is

$$m_*=\frac{-1+\sqrt{1+8KN}}{4K}=\frac{2N}{1+\sqrt{1+8KN}} .$$

The second form follows on multiplying above and below by $1+\sqrt{1+8KN}$. It avoids subtracting nearly equal numbers when $KN$ is small.

## Numbers for an arsenic-doped layer

Take silicon with $N=10^{20}\ \mathrm{cm^{-3}}$ of arsenic at 1073 K (800 °C), all of it initially monomeric. Monomers are taken as active donors and dimers as inactive. Rough parameters are a diffusivity $D=5\times10^{-17}\ \mathrm{cm^2/s}$ and a pair binding energy $E_b=0.40$ eV.

If every encounter at separation $R$ makes a pair, the steady concentration around an absorbing atom is $c(r)=c_\infty(1-R/r)$. For relative diffusivity $D_{\rm rel}$ the inward current is $4\pi R^2D_{\rm rel}(c_\infty/R)=4\pi RD_{\rm rel}c_\infty$. Two independently moving atoms have $D_{\rm rel}=2D$, and a factor $1/2$ prevents counting each pair twice. Hence

$$k_f=\tfrac12\,4\pi R(2D)=4\pi RD .$$

With $R$ equal to the nearest-neighbour distance, 0.2351 nm, $k_f=1.477\times10^{-23}\ \mathrm{cm^3/s}$. This value leaves out the repulsion between the two positive donors, and it uses a continuum law at one bond length; a nearest-neighbour random walk on the diamond lattice gives a constant about 7% lower.

For the equilibrium constant, let each of the $N_s$ lattice sites per unit volume carry a monomer with small statistical weight $\zeta$, so that $m=N_s\zeta$. A diamond-lattice site has four neighbours and each bond is shared by two sites, which makes two bonds per site. Thus $d=2N_s\zeta^2e^{E_b/k_BT}$, and eliminating $\zeta$ gives

$$K=\frac{2}{N_s}e^{E_b/k_BT}.$$

With $N_s=4.997\times10^{22}\ \mathrm{cm^{-3}}$ and $k_BT=0.09248$ eV, $K=3.026\times10^{-21}\ \mathrm{cm^3}$ and $k_r=k_f/K=4.882\times10^{-3}\ \mathrm{s^{-1}}$. Then $8KN=2.421$, and $m_*/N=2/(1+\sqrt{3.421})=0.702$. In this model 30% of the arsenic ends up in dimers.

## What goes wrong with the explicit step

The simplest scheme evaluates the rates at the old time. Starting from $m=N$, $d=0$, one step of length $h$ gives

$$m_1=N-2hk_fN^2,\qquad d_1=hk_fN^2 .$$

The total is still $N$, so conservation gives no warning. Yet $m_1$ is negative as soon as $h>1/(2k_fN)=338$ s. At $h=500$ s, $m_1/N=-0.477$. Resetting this value to zero does not help: the dimers alone then hold $2d_1=1.477N$, and nearly half as much dopant again has been created.

Nor is 338 s a safe limit. Close to equilibrium the deviation shrinks at a rate $\lambda$, derived below, and the explicit step multiplies it by $1-h\lambda$. The deviation changes sign at every step when $h>1/\lambda=111$ s and grows when $h>2/\lambda=221$ s.

The scheme fails because it removes monomers at a rate that does not fall as they run out. Evaluating the rates at the new time ties the loss to what remains.

## The implicit step

Backward Euler reads

$$m_1=m+h(-2k_fm_1^2+2k_rd_1),\qquad d_1=d+h(k_fm_1^2-k_rd_1).$$

Adding the first equation to twice the second cancels the reaction terms, so $m_1+2d_1=m+2d=N$. Replacing $2d_1$ by $N-m_1$ in the first equation and collecting terms gives

$$a m_1^2+b m_1-c=0,$$

$$a=2hk_f,\quad b=1+hk_r,\quad c=m+hk_rN .$$

For $h>0$ and $N>0$, both $a$ and $c$ are positive. The product of the roots is $-c/a<0$, so exactly one root is positive. Multiplying its usual form above and below by $b+\sqrt{b^2+4ac}$ gives

$$m_1=\frac{-b+\sqrt{b^2+4ac}}{2a}=\frac{2c}{b+\sqrt{b^2+4ac}} .$$

The dimer equation, solved for $d_1$, is

$$d_1=\frac{d+hk_fm_1^2}{1+hk_r}.$$

If $m$ and $d$ are nonnegative, so are $m_1$ and $d_1$, whatever the step. Computing $d_1$ as $(N-m_1)/2$ is algebraically the same, but when few dimers exist it subtracts two nearly equal numbers and loses relative accuracy. The form above contains sums of nonnegative terms alone. Conservation then holds to rounding error, since it comes from the algebra and not from a correction afterwards.

For the 500 s step, in units of $N$, $a=1.477$ and $b=c=3.441$. The root is $m_1=6.882/(3.441+5.673)=0.755$. The dimer formula gives $d_1=0.122$, and $0.755+2(0.122)=1.00$ to the digits kept.

The value is admissible but not accurate. Direct integration of the rate equations with a high-order Runge–Kutta method gives $m/N=0.709$ already at 400 s, and the true curve falls further after that. Positivity for every $h$ permits a long step; it does not make one precise.

## Why the step cannot overshoot

Let $e=m-m_*$ and $e_1=m_1-m_*$. The quadratic can be written

$$m_1+h(2k_fm_1^2+k_rm_1-k_rN)=m .$$

At equilibrium $k_rN=2k_fm_*^2+k_rm_*$. Inserting this and subtracting $m_*$ from both sides gives

$$e_1+h\left[2k_f(m_1^2-m_*^2)+k_r(m_1-m_*)\right]=e .$$

Since $m_1^2-m_*^2=(m_1+m_*)e_1$,

$$e_1=\frac{e}{1+h\left[k_r+2k_f(m_1+m_*)\right]} .$$

The denominator exceeds one. The deviation therefore keeps its sign and shrinks at every step, for any $h>0$. As $h\to\infty$ a single step lands on equilibrium; as $h\to0$ it leaves the state unchanged.

The step does lag behind the true solution when $m$ falls towards $m_*$. On that side the loss rate $|\dot m|$ decreases with time, so the true loss during $h$ exceeds $h$ times the rate at the end. Backward Euler removes $h$ times the rate at its own end value. If that value were at or below the true one, its loss rate would be no larger than the true end rate, and the step would have removed less than the true loss, which is a contradiction. The computed value therefore lies above the true one. At 100 s, steps of 20 s give $m/N=0.826$, against 0.816 from the high-order integration. This error is of first order: at 100 s it falls by factors of 1.98 and 1.99 as $h$ is halved from 5 to 2.5 and then to 1.25 s.

## The rate the late curve should show

Insert $m=m_*+e$ into the differential equation. The terms without $e$ cancel by mass action, which leaves

$$\dot e=-\lambda e-2k_fe^2,\qquad \lambda=k_r+4k_fm_* .$$

In $4k_fm_*$ one factor of two comes from differentiating $m^2$ and the other from the two monomers used per event. From the equilibrium root, $4k_fm_*=-k_r+\sqrt{k_r^2+8k_fk_rN}$, so

$$\lambda=\sqrt{k_r^2+8k_fk_rN}.$$

The example has $4k_fm_*=4.148\times10^{-3}\ \mathrm{s^{-1}}$ and hence $\lambda=9.030\times10^{-3}\ \mathrm{s^{-1}}$. The relaxation time is $1/\lambda=111$ s, or 1.85 min.

Two limits show what sets the rate. For $8KN\ll1$ few dimers form and $\lambda\simeq k_r(1+4KN)$, close to the dissociation rate. For $8KN\gg1$, $\lambda\simeq\sqrt{8k_fk_rN}$, which grows as the square root of the doping. If dissociation is absent, $k_r=0$, then $\lambda=0$ and linearization predicts no exponential. The equation $\dot m=-2k_fm^2$ gives $m=N/(1+2k_fNt)$ from an all-monomer start, an algebraic decay. The late-rate comparison therefore needs a reversible reaction.

To see how late is late enough, set $u=1/e$ for $e\ne0$. Then $\dot u=-\dot e/e^2=\lambda u+2k_f$, whose solution is

$$\frac1e+\frac{2k_f}{\lambda}=\left(\frac1{e_0}+\frac{2k_f}{\lambda}\right)e^{\lambda t}.$$

The local decay rate is $-\dot e/e=\lambda+2k_fe$. It lies within 1% of $\lambda$ once $2k_fe/\lambda=0.01$. Multiplying the solution by $\lambda/(2k_f)$ turns its left side into $100+1$ at that moment. Initially $2k_fe_0/\lambda=0.09755$, so

$$e^{\lambda t}=\frac{101}{1+1/0.09755}=8.98,$$

and $t=243$ s. The local rate $-\dot e/e$ taken earlier carries a nonlinear excess of more than 1%.

## Reading the rate without inheriting the step error

For the computed sequence, $m_{n+1}+m_*=2m_*+e_{n+1}$ turns the contraction formula into

$$e_n=(1+h\lambda)e_{n+1}+2hk_fe_{n+1}^2 .$$

Late in the run the quadratic term is negligible and each step divides the deviation by $1+h\lambda$, not by $e^{h\lambda}$. The slope of $\ln|e|$ against time then has magnitude

$$S=\frac{\ln(1+h\lambda)}h=\lambda-\frac{h\lambda^2}{2}+\frac{h^2\lambda^3}{3}-\cdots,$$

where the series converges for $h\lambda\le1$. A correct program will therefore disagree with $\lambda$ at finite $h$, however late the slope is taken.

The bias can be undone without knowing $m_*$. Let $s_n=m_n-m_{n+1}=e_n-e_{n+1}$. Subtracting the relation for $e_{n+1}$ from that for $e_n$, and factoring the difference of squares, gives

$$s_n=s_{n+1}\left[1+h\lambda+2hk_f(e_{n+1}+e_{n+2})\right].$$

Hence

$$\frac{s_n/s_{n+1}-1}{h}=\lambda+2k_f(e_{n+1}+e_{n+2}),$$

which tends to $\lambda$ at any fixed step. Its excess is about $4k_fe$, twice that of the local rate, so it needs a later window than 243 s: it falls below 1% for windows ending after about 330 s at $h=5$ s and 360 s at $h=20$ s. The last three points of runs to 1400 s give:

| $h$ (s) | log slope ($10^{-3}\ \mathrm{s^{-1}}$) | recovered rate ($10^{-3}\ \mathrm{s^{-1}}$) |
|---:|---:|---:|
| 20 | 8.301 | 9.030 |
| 10 | 8.645 | 9.030 |
| 5 | 8.832 | 9.030 |

Relative to $\lambda$, the log slopes are low by 8.1%, 4.3% and 2.2%. To keep this bias below 1% without inversion, the leading term requires $h\lambda/2<0.01$, or $h<2.2$ s here. Extrapolation is another remedy: $2S(h/2)-S(h)$ cancels the term linear in $h$. The last two rows give $2(8.832)-8.645=9.019$, which is 0.12% low.

A run started with dimers alone approaches equilibrium from below and also gives $9.030\times10^{-3}\ \mathrm{s^{-1}}$. Agreement from both sides tests more than the decay of one chosen initial state.

An early window shows how a wrong reading can look right. From the points at 60, 80 and 100 s with $h=20$ s, the recovered rate is $9.83\times10^{-3}\ \mathrm{s^{-1}}$, 9% above $\lambda$ because $e$ is still large. The log slope of the same differences is $\ln(1+20\times0.009833)/20=8.98\times10^{-3}\ \mathrm{s^{-1}}$, just 0.6% below $\lambda$. The nonlinear excess and the time-step deficit nearly cancel. Moving the window later removes the first error and exposes the second.

The window must not be too late either. The differences $s_n\simeq h\lambda e_{n+1}$ eventually approach the rounding error of $m$, and their ratio becomes noise. Subtracting 1 from the ratio leaves only about $h\lambda$, so short steps amplify this noise. A useful window has $2k_f|e|\ll\lambda$ while $h\lambda|s_n|$ is still far above the rounding error of $m$.

## How far the number applies to a real layer

Agreement of the recovered rate with $\lambda$ checks the program near equilibrium. It does not check the early curve, which can be inaccurate at a long step even when the recovered rate is right. Nor does it predict how much arsenic deactivates in a real layer, or how fast. The 30% paired fraction follows from the assumed binding energy, and a real layer at this doping and temperature may stay almost fully active. Real deactivation also involves vacancies and larger clusters, and the vacancy contribution is not estimated here. The diffusivity and binding energy are rough effective values.

The electrons matter at once. If a neutral dimer forms from two positive donors and two electrons, pairing carries the square of the electron activity. Let $g$ be the derivative of the logarithm of that activity with respect to the logarithm of the electron density $n$, and set $n=m$ for charge neutrality. Holding $m_*$ and the equilibrium exchange rate fixed, the forward term $2k_fm^2$ gains the extra slope $2k_fm_*^2(2g/m_*)=4gk_fm_*$, so

$$\lambda_e=k_r+4k_fm_*(1+g).$$

Placing the inverse factor on dissociation gives the same result, because the two rates are equal at equilibrium. For a parabolic band with a density-of-states mass of 1.08 electron masses, numerical Fermi integrals give $g=1.13$. The rate rises to $1.37\times10^{-2}\ \mathrm{s^{-1}}$, a factor of 1.52. A mass of 1.2, a nonparabolicity of $0.5\ \mathrm{eV^{-1}}$, or both give $g$ between 1.09 and 1.11 and a factor of 1.50 to 1.51.

Temperature control matters too. With an assumed diffusion activation energy of 4 eV, an anneal 10 K hotter raises $\lambda$ by a factor of 1.53. Extrapolating the same law to 300 K gives a pairing time $1/(2k_fm_*)$ of about $10^{51}$ s, so in this model the pairing is frozen in use.

Larger clusters shift the equilibrium. The lattice has six three-atom chains per site; if the third atom binds as strongly as the second, the trimer constant is $K_3=(6/N_s^2)e^{2E_b/k_BT}$. Solving $m+2Km^2+3K_3m^3=N$ numerically lowers the active fraction from 0.70 to 0.64 and puts 11% of the arsenic in trimers. If every added atom binds with $E_b$, extending the sum to clusters of eight atoms lowers the active fraction to 0.61. If instead every bond contributes $E_b$, an atom in a bulk precipitate gains $2E_b$, and the monomers coexist with it at about $m=N_se^{-2E_b/k_BT}=0.09N$; the layer is then supersaturated and the pair equilibrium is only metastable.

The capture law is a larger simplification. The donors repel each other, and a Coulomb estimate at this $R$, with silicon's bulk permittivity and screening by the electrons alone, lowers $k_f$ by more than a factor of ten. With $K$ held fixed, $k_r$ and $\lambda$ fall by the same factor. Even without repulsion, the capture current is not steady at first. For an initially uniform surrounding concentration, the diffusion solution multiplies the steady current by $1+R/\sqrt{2\pi Dt}$, an excess of 13% at $t=1/\lambda$.

Finally, a nonuniform profile has a slower process that the uniform model lacks. In a 20 nm layer with closed faces, if all the arsenic diffused with $D$, the slowest mode would decay at $D(\pi/L)^2=1.2\times10^{-4}\ \mathrm{s^{-1}}$, or 1.4% of $\lambda$. Eight such modes are slower than $\lambda$, and with immobile dimers the slowest rate drops to $6.6\times10^{-5}\ \mathrm{s^{-1}}$. The last part of such a decay would measure redistribution across the layer, so a fit for $\lambda$ must use a uniform profile or separate the pairing mode from the diffusion modes. Even a layer that is uniform on average has random density fluctuations that relax only by diffusion, and for a diffusion-limited reversible reaction they add a tail proportional to $t^{-3/2}$ that the rate equations lack. For bulk three-dimensional diffusion of both species with $D$, the estimate $e\simeq\tfrac12 m_*''(N)\,(N-m_*-4d_*)/(8\pi Dt)^{3/2}$ overtakes the exponential between 600 and 800 s and gives $2\times10^{-4}N$ at 1000 s, against $3\times10^{-5}N$. The late exponential is a property of the rate equations.
